Radial and angular correlation coefficients along the helium isoelectronic series

**The decision and the quantity behind it**

In a configuration-interaction calculation on a two-electron atom, one must decide whether s orbitals suffice or whether p orbitals are needed. If the wanted property is the mean-square distance between the electrons, one number measures the part that s orbitals cannot describe; the value of <r²> itself also depends on the basis and must be converged separately. A function built from s orbitals gives <r12²> = 2<r²>, whatever its radial flexibility. The true ratio is <r12²>/(2<r²>) = 1 − τ_ang, where τ_ang is the angular correlation coefficient defined below. For helium the correction is about 5 percent of 2<r²>, and no enlargement of the s basis can supply it. The net error of an s-only calculation in <r12²> is smaller, about 3.7 percent, because s orbitals alone also give too large an <r²>, about 1.21 instead of 1.193 bohr².

**Assumptions and definitions**

Two electrons move around a fixed point nucleus of charge Z. In Hartree atomic units the non-relativistic Hamiltonian is

H = −½∇1² − ½∇2² − Z/r1 − Z/r2 + 1/r12. (1)

Its singlet ground state has a real spatial function ψ, normalized, symmetric under exchange, and unchanged when both electrons are rotated together. It therefore depends on r1, r2 and the angle θ between the position vectors **r1** and **r2**. Angle brackets denote means over ψ². Since the electrons are equivalent, <r> and <r²> mean the values for either one.

For a one-electron function f, let δi = f(i) − <f>. The statistical correlation coefficient is the covariance divided by the variance:

τ[f] = <δ1 δ2>/<δ1²> = (<f(1)f(2)> − <f>²)/(<f²> − <f>²). (2)

Exchange symmetry makes the two variances equal. Hence

0 ≤ <(δ1 ± δ2)²> = 2<δ1²> ± 2<δ1 δ2>,

and division by 2<δ1²> gives −1 ≤ τ[f] ≤ 1.

The radial coefficient takes f = r:

τ_rad = (<r1 r2> − <r>²)/(<r²> − <r>²). (3)

It is negative when one electron tends to be farther out than average while the other is closer in. The choice f = r is a convention; f = 1/r would weight the region near the nucleus more strongly and define a different coefficient.

The angular coefficient takes the position vector for f and scalar products for products:

τ_ang = (<**r1**·**r2**> − <**r**>·<**r**>)/(<r²> − <**r**>·<**r**>). (4)

**Reduction to the mean of r1·r2**

A rotation of both electrons by π about the x axis changes the sign of z1. Since ψ² is unchanged, <z1> = −<z1> = 0. The same holds for every component, so <**r**> = 0 and (4) becomes

τ_ang = <**r1**·**r2**>/<r²>. (5)

This is also an ordinary correlation coefficient of two numbers. A rotation by π about the z axis changes the sign of x1 but not of z2, so <x1 z2> = 0, and likewise for the other unequal pairs. Rotations by π/2 interchange axes, so the equal pairs have equal means:

<x1 x2> = <y1 y2> = <z1 z2> = <**r1**·**r2**>/3,  <z²> = <r²>/3.

The factors 1/3 cancel in <z1 z2>/<z²>, which leaves (5). Thus τ_ang is the correlation coefficient of z1 and z2, and the bounds following (2) apply to it.

Two limits fix the interpretation. For a product φ(r1)φ(r2), as in restricted Hartree–Fock theory with one spherical orbital, the means factorize and both coefficients vanish. The converse is false. If ψ² is proportional to g(r1)g(r2)(1 + b cos²θ) with b > 0, then <**r1**·**r2**> vanishes because cosθ is odd, and τ_rad vanishes because integration over θ leaves the product g(r1)g(r2), although the electrons are not independent.

The name "angular" also needs care: <**r1**·**r2**> = <r1 r2 cosθ> carries the weight r1 r2, so it is not the mean of cosθ. Outside spherical states, for instance in a molecule, <**r**> need not vanish and (4) must be used in full.

**Intracule, extracule and Coulomb hole**

The intracule density h(u) is the probability density of the distance u = r12. Its second moment is <r12²> = ∫ u² h(u) du. From r12² = r1² + r2² − 2**r1**·**r2**,

<r12²> = 2<r²> − 2<**r1**·**r2**>. (6)

Solving for the scalar product and dividing by <r²> gives

τ_ang = 1 − <r12²>/(2<r²>). (7)

The extracule describes the midpoint **R** = (**r1** + **r2**)/2, for which

<R²> = ½<r²> + ½<**r1**·**r2**>. (8)

Equations (6) and (8) give 4<R²> + <r12²> = 4<r²> and 4<R²> − <r12²> = 4<**r1**·**r2**>, so

τ_ang = (4<R²> − <r12²>)/(4<R²> + <r12²>). (9)

A negative coefficient means that the pair is more extended in its relative coordinate than in twice its midpoint coordinate.

The Coulomb hole is Δh = h − h_HF, where HF denotes the restricted Hartree–Fock state. That state has <**r1**·**r2**> = 0, so subtracting (6) for the two states yields

∫ u² Δh(u) du = 2(<r²> − <r²>_HF) − 2<**r1**·**r2**>. (10)

The second moment of the hole thus has a part from the changed size of the atom and a part from angular correlation.

**Which partial waves contribute**

Let x = cosθ and expand ψ in Legendre polynomials:

ψ = Σ_l f_l(r1,r2) P_l(x). (11)

Integrating over the overall orientation gives the volume element 8π² r1² r2² dr1 dr2 dx. The recurrence (2l+1)xP_l = (l+1)P_{l+1} + lP_{l−1} shows that x connects neighbouring values of l. With ∫P_l² dx = 2/(2l+1),

∫ P_l x P_{l+1} dx = [(l+1)/(2l+1)]·[2/(2l+3)].

Each neighbouring pair appears twice in ψ², so

<**r1**·**r2**> = 8π² Σ_l [4(l+1)/((2l+1)(2l+3))] ∫∫ r1³ r2³ f_l f_{l+1} dr1 dr2. (12)

A function of r1 and r2 alone has f_0 and no other component; then (12) is zero. This proves the statement about s orbitals made at the start. The first contribution is an interference of f_0 with f_1, hence linear in the small p component. By contrast, the weight of that component in the norm is quadratic.

**Dependence on the nuclear charge**

Set **ρ** = Z**r** and ψ(**r1**,**r2**) = Z³Ψ(**ρ1**,**ρ2**). The factor Z³ preserves the norm in six dimensions. Each Laplacian gains Z², and each inverse distance gains Z, so

H = Z²[h1 + h2 + λ/ρ12],  h = −½∇² − 1/ρ,  λ = 1/Z. (13)

Ψ therefore depends on λ alone. Numerators and denominators in (3) and (5) both scale as 1/Z², so the coefficients too are functions of 1/Z alone.

For λ = 0 the ground state is Ψ0 = φ(ρ1)φ(ρ2), with φ = π^(−1/2)e^(−ρ) and energy −1 in units of Z². Both coefficients are then zero. First-order perturbation theory gives Ψ = Ψ0 + λΨ1, with

Ψ1 = −Σ_n |n><n|1/ρ12|Ψ0>/(E_n + 1), (14)

where n runs over excited states, including the continuum. For an operator O with <Ψ0|O|Ψ0> = 0, the mean to first order is 2λ<Ψ0|O|Ψ1>.

Let u_a(ρ)/ρ be orthonormal radial eigenfunctions of h with angular momentum l and energy ε_a. The normalized pair states of total angular momentum zero are

Φ_ab = [u_a(ρ1)u_b(ρ2)/(ρ1ρ2)] √(2l+1) P_l(x)/(4π). (15)

The normalization follows because the average of P_l² over directions is 1/(2l+1). In the same notation Ψ0 has u_0 = 2ρe^(−ρ) and l = 0.

For the angular coefficient, O = **ρ1**·**ρ2** = ρ1ρ2P_1(x), which connects Ψ0 to pairs with l = 1. Define

d_a = ∫ u_0 ρ u_a dρ,
v_ab = ∫∫ u_0(ρ1)u_a(ρ1) [ρ<^l/ρ>^(l+1)] u_0(ρ2)u_b(ρ2) dρ1 dρ2. (16)

Here ρ< and ρ> are the smaller and larger of ρ1 and ρ2. The multipole expansion 1/ρ12 = Σ_k (ρ<^k/ρ>^(k+1))P_k(x) supplies the bracket. Each angular average gives √3·(1/3) = 1/√3, so <Φ_ab|O|Ψ0> = d_a d_b/√3 and <Φ_ab|1/ρ12|Ψ0> = v_ab/√3. Inserting these in (14) gives

<**ρ1**·**ρ2**> = −(2λ/3) Σ_ab d_a d_b v_ab/(ε_a + ε_b + 1) + O(λ²).

The hydrogenic moments are <ρ^n> = 4(n+2)!/2^(n+3), so <ρ> = 3/2 and <ρ²> = 3. Corrections to the denominator of τ_ang affect the next order. Therefore

τ_ang = c_ang/Z + O(1/Z²),
c_ang = −(2/9) Σ_ab d_a d_b v_ab/(ε_a + ε_b + 1),  l = 1. (17)

For the radial coefficient, put m = 3/2. Expanding the products verifies

<ρ1ρ2> − <ρ>² = <(ρ1−m)(ρ2−m)> − (<ρ>−m)².

The last term is of order λ². The operator (ρ1−m)(ρ2−m) has no matrix element between Ψ0 and a singly excited state, because the unexcited electron contributes <φ|ρ−m|φ> = 0. What remains is l = 0 with both electrons excited. The angular factor is now 1 and the variance is 3 − 9/4 = 3/4, so

τ_rad = c_rad/Z + O(1/Z²),
c_rad = −(8/3) Σ_ab d_a d_b v_ab/(ε_a + ε_b + 1),  l = 0, a,b ≠ 1s. (18)

The sign of both constants can be proved. Since ε_a + ½ > 0 for every state in the sums, write

1/(ε_a + ε_b + 1) = ∫_0^∞ e^(−y(ε_a+½)) e^(−y(ε_b+½)) dy.

With F_y(ρ) = u_0(ρ) Σ_a d_a e^(−y(ε_a+½)) u_a(ρ), each sum becomes

∫_0^∞ dy ∫∫ F_y(ρ1) [ρ<^l/ρ>^(l+1)] F_y(ρ2) dρ1 dρ2. (19)

The double integral is, up to a positive factor, the electrostatic self-energy of a charge density proportional to F_y(ρ)P_l(cosϑ)/ρ², where ϑ is the polar angle. Such an energy equals the integral of a squared electric field and is positive for a nonzero density. Hence c_ang and c_rad are negative at leading order for repulsion, and an attractive interaction would reverse both signs.

**Variational evaluation**

At finite Z, use s = r1 + r2, t = r1 − r2, u = r12 and the trial function

ψ = e^(−αs) Σ C_ijk s^i t^(2j) u^k,  i + 2j + k ≤ 6. (20)

Even powers of t enforce exchange symmetry. There are 50 terms. The powers of u bring in the dependence on θ.

At fixed r1 and r2, u² = r1² + r2² − 2r1r2x gives |dx| = u du/(r1r2). Also dr1 dr2 = ½ ds dt and r1r2 = (s²−t²)/4. The volume element 8π²r1²r2² dr1 dr2 dx becomes

dV = π² u(s²−t²) ds dt du,  −u ≤ t ≤ u ≤ s. (21)

For integrands even in t, one takes 0 ≤ t ≤ u and doubles the result. Integrating first over t, then u, then s gives the required elementary integral:

∫ s^i t^j u^k e^(−2αs) dt du ds = (i+j+k+2)!/[(j+1)(j+k+2)(2α)^(i+j+k+3)]. (22)

For the kinetic energy, let **û** = (**r1**−**r2**)/u and let subscripts on ψ denote partial derivatives. The chain rule gives

∇1ψ = (ψ_s+ψ_t)**r̂1** + ψ_u**û**,  ∇2ψ = (ψ_s−ψ_t)**r̂2** − ψ_u**û**.

Since r1² − r2² = st, the projections are

**r̂1**·**û** = (st+u²)/(2r1u),  **r̂2**·**û** = (st−u²)/(2r2u).

Their difference multiplies ψ_sψ_u, and their sum multiplies ψ_tψ_u. Over the common denominator 2r1r2u, the numerators are

r2(st+u²) − r1(st−u²) = s(u²−t²),
r2(st+u²) + r1(st−u²) = t(s²−u²).

With 2r1r2u = u(s²−t²)/2, the kinetic-energy density ½(|∇1ψ|² + |∇2ψ|²) is therefore

ψ_s² + ψ_t² + ψ_u² + [2s(u²−t²)ψ_sψ_u + 2t(s²−u²)ψ_tψ_u]/[u(s²−t²)]. (23)

The potential is −4Zs/(s²−t²) + 1/u. The volume element cancels all these denominators, so every matrix element is a finite sum of integrals (22). For fixed α the coefficients follow from a linear eigenvalue problem; α is then varied to minimize the energy. The moments use

r1² + r2² = (s²+t²)/2,  r1r2 = (s²−t²)/4. (24)

**Helium worked through**

For Z = 2 the calculation gives E = −2.903724 hartree, <r> = 0.92947 bohr, <r²> = 1.193453 bohr² and <**r1**·**r2**> = −0.064735 bohr². Equation (5) gives

τ_ang = −0.064735/1.193453 = −0.0542.

The value of <**r1**·**r2**> above was obtained from (6), so the intracule form (7) repeats the same number rather than checking it; an independent quadrature from Cartesian positions gives −0.054242. With <r12²> = 2.516377 bohr²:

τ_ang = 1 − 2.516377/(2 × 1.193453) = 1 − 1.0542 = −0.0542.

The last digits of these moments belong to the 50-function basis: raising the polynomial degree to 12 gives <r²> = 1.193483, <r12²> = 2.516439, <**r1**·**r2**> = −0.064737 and <r1r2> = 0.827110 bohr², which leaves the coefficients unchanged at the digits shown. The root-mean-square separation is 1.586 bohr, or 83.9 pm. For the radial coefficient, <r1r2> = 0.827102 bohr² and <r>² = 0.863914 bohr², so

τ_rad = (0.827102 − 0.863914)/(1.193453 − 0.863914) = −0.0368/0.3295 = −0.112.

The ratio <**r1**·**r2**>/<r1r2> is −0.0783, the cosine of 94.5°. This is a mean cosine weighted by r1r2; 94.5° is not the mean angle.

In (12), divided by <r²>, the s–p interference contributes −0.0552, the p–d interference +0.00088 and the d–f interference +0.00007. The s–p term thus supplies slightly more than the whole coefficient, and the next terms reduce its magnitude. For this property the p component matters far more than the higher angular components. These terms belong to the fully correlated function. A configuration-interaction calculation restricted to s and p orbitals reoptimizes the p component and gives τ_ang ≈ −0.057, about 5 percent too large in magnitude; adding d orbitals brings it to about −0.0548. The decomposition concerns τ_ang only; the energy and the wavefunction near r12 = 0 were not resolved into partial waves here.

Removing all powers of u from (20) leaves a function of r1 and r2. Its energy is −2.878923 hartree, higher by 0.0248 hartree. It has τ_ang = 0, as (12) requires, and τ_rad = −0.120. The radial coefficient is larger in magnitude than in the full function, although the energy is worse. A larger coefficient is therefore not a measure of a better energy.

An independent full configuration-interaction calculation in the Gaussian basis aug-cc-pVTZ gives τ_ang = −0.0549, about 1 percent larger in magnitude than the Hylleraas value. It is complete within its orbital basis, not in the space of all two-electron functions; its energy lies 0.0031 hartree above the Hylleraas energy.

**The series**

The same calculation at other charges gives:

Z     τ_ang     τ_rad     Z·τ_ang
1    −0.058    −0.296    −0.058
2    −0.0542   −0.1117   −0.1085
3    −0.0387   −0.0687   −0.1160
4    −0.0298   −0.0496   −0.1190
5    −0.0241   −0.0389   −0.1207
6    −0.0203   −0.0319   −0.1217
8    −0.0154   −0.0235   −0.1229
10   −0.0124   −0.0187   −0.1236

Evaluating (17) and (18) with a finite set of hydrogenic pseudostates, which replaces the sum over bound and continuum states, gives c_ang = −0.1262 and c_rad = −0.1795. Extrapolation of the variational coefficients to 1/Z = 0 gives the same values to these digits.

At Z = 10, Z·τ_ang is 2 percent smaller in magnitude than its limit. For helium the leading term gives −0.1262/2 = −0.0631, which exceeds the variational magnitude by 16 percent of the latter. For the hydride ion, Z = 1, it gives −0.126, more than twice the variational magnitude. Equation (17) is thus useful for the highly charged ions but not for the anion.

The two coefficients respond differently when the nuclear charge is lowered from 2 to 1. The magnitude of τ_rad grows by a factor of 2.6, while that of τ_ang grows by less than 10 percent (7 percent with 50 functions, about 9.5 percent with 34). The mean scalar product itself grows more than tenfold, from −0.0647 to about −0.69 bohr², but <r²> grows almost as much, from 1.193 to about 12 bohr². The normalization in (5) removes this change of size. Comparing raw values of <**r1**·**r2**> along the series would mix angular correlation with the contraction of the atom.

The anion is also the least converged member. Reducing the basis from 50 to 34 functions changes its τ_ang from −0.0581 to −0.0594 and its τ_rad from −0.296 to −0.299. For helium the corresponding changes are 0.00002 or less. These differences indicate sensitivity to the basis; they are not error bounds. For Z = 5 and Z = 10 a larger basis (degree 14) shifts τ_rad by about 0.00001 or less, enough to change the rounded entries to −0.0388 and −0.0186. Raising the polynomial degree to 12 brings the anion to τ_ang = −0.0577 and τ_rad = −0.294, so the last digit of its tabulated τ_rad belongs to the 50-function basis and not to the ion.

The sign argument was also checked at finite coupling. With Z = 2 and the interelectronic repulsion replaced by an attraction of equal strength, the calculation gives τ_ang = +0.067. The numerical check further confirms (7), (9) and (12) by direct quadrature from Cartesian positions, and the meaning of τ_ang as the correlation coefficient of z1 and z2 by sampling.

All these values belong to Hamiltonian (1). Nuclear motion, relativity and radiative effects are left out.

Computed values

```
Hylleraas functions: 50, smaller set: 34
Z | E (hartree) | <r> (bohr) | <r^2> (bohr^2)
 1    -0.527743   2.70660  11.836607
 2    -2.903724   0.92947   1.193453
 3    -7.279913   0.57277   0.446275
 4   -13.655565   0.41428   0.232066
 5   -22.030971   0.32456   0.141969
 6   -32.406246   0.26679   0.095739
 8   -59.156594   0.19677   0.051955
10   -93.906806   0.15587   0.032556
Z | <r12^2>, <r1.r2>, <r1 r2> (bohr^2)
 1   25.049552   -0.688169    5.992253
 2    2.516377   -0.064735    0.827102
 3    0.927057   -0.017253    0.319954
 4    0.477944   -0.006906    0.168632
 5    0.290791   -0.003427    0.103913
 6    0.195363   -0.001942    0.070395
 8    0.105507   -0.000798    0.038407
10    0.065917   -0.000403    0.024141
Z | tau_ang | tau_rad | Z*tau_ang (dimensionless)
 1   -0.05814   -0.29560   -0.05814
 2   -0.05424   -0.11170   -0.10848
 3   -0.03866   -0.06866   -0.11598
 4   -0.02976   -0.04961   -0.11903
 5   -0.02414   -0.03885   -0.12068
 6   -0.02029   -0.03193   -0.12172
 8   -0.01537   -0.02354   -0.12294
10   -0.01236   -0.01865   -0.12364
Z=1, 34 functions: tau_ang -0.05939, tau_rad -0.29916
Z=2, 34 functions: tau_ang -0.05426, tau_rad -0.11170
He optimized alpha: 2.2345 1/bohr
He direct quadrature tau_ang: -0.054242
He direct quadrature tau_rad: -0.111699
He sampled corr(z1,z2): -0.0540
He sampled corr(r1,r2): -0.1131
He sampled corr(x1,z2): -0.0001
He partial waves 0,1 in tau_ang: -0.055215
He partial waves 1,2 in tau_ang: 0.000882
He partial waves 2,3 in tau_ang: 0.000072
He r1,r2-only energy: -2.878923 hartree
He r1,r2-only tau_rad: -0.12012
Attractive pair, Z=2: tau_ang 0.06735
Perturbation limit Z*tau_ang: -0.12621
Variational limit Z*tau_ang: -0.12621
Perturbation limit Z*tau_rad: -0.17954
Variational limit Z*tau_rad: -0.17954
He full CI/aug-cc-pVTZ energy: -2.900598 hartree
He full CI/aug-cc-pVTZ tau_ang: -0.05488
He <r1.r2>/<r1 r2>: -0.07827
Angle with that cosine: 94.49 degrees
He rms r12: 1.58631 bohr = 83.94 pm
```
